# Gap of a molecule above a metal, and its hybrid eigenvalues

## Problem

A neutral closed-shell molecule without a permanent dipole is centred at height $z$ above a flat metal surface. It is far enough away that its orbitals do not overlap those of the metal. Let $I$ be its ionization energy and $A$ its electron affinity, both for fixed nuclei.

(a) Estimate how the metal changes the fundamental gap $I-A$ at large $z$, and state from which plane the height must be measured.

(b) Determine whether the gap between the highest occupied and lowest unoccupied eigenvalues (HOMO and LUMO) of a hybrid functional shows the same change.

(c) Evaluate both for ethylene lying flat at 10, 14 and 20 bohr from the image plane of an ideal conductor.

Equations are in Hartree atomic units; energies are quoted in eV and lengths in bohr. The metal responds linearly and has time to relax around the charged molecule, so its response is static. The surface normal is the $z$ axis, with the metal at negative $z$.

## Solution

### The energy of a charge outside the metal

Put a point charge $Q$ at height $z$. Below it, each component of its potential with wave number $q$ along the surface varies as $e^{qz'}$. The metal answers outside with a decaying component, $-g(q)\,e^{-qz'}$ for a unit incoming amplitude. This defines the surface response $g(q)$.

The Coulomb interaction has the plane-wave form

$$\frac{1}{|\mathbf r-\mathbf r'|}=\int\!\frac{d^2q}{(2\pi)^2}\,\frac{2\pi}{q}\,e^{i\mathbf q\cdot(\mathbf R-\mathbf R')}e^{-q|z-z'|},$$

where $\mathbf R$ is the position along the surface. The incoming amplitude therefore carries a factor $e^{-qz}$, and the reflected wave gains another $e^{-qz}$ on its way back. With $d^2q=2\pi q\,dq$, the induced potential at the charge itself is

$$\phi_{\rm ind}=-Q\int_0^\infty dq\,g(q)\,e^{-2qz}.$$

The energy is $\tfrac12Q\phi_{\rm ind}$. The factor one half arises because the induced potential grows in proportion to the charge while the charge is being built up:

$$E_{\rm im}=-\frac{Q^2}{2}\int_0^\infty dq\,g(q)\,e^{-2qz}.\tag{1}$$

At large $z$ only $q\lesssim1/z$ contributes, so $g$ is needed for small $q$. Let $\rho(z')$ be the induced charge density for an incoming component $e^{qz'}$. Its potential is $(2\pi/q)\int\rho(z')e^{-q|z-z'|}dz'$. Outside the induced charge $|z-z'|=z-z'$, which gives

$$g=-\frac{2\pi}{q}\int\rho(z')\,e^{qz'}dz'.$$

Deep inside, $|z-z'|=z'-z$. Assume that the field is screened within a short distance, so that the total potential there has no part proportional to $e^{qz}$. Then

$$1+\frac{2\pi}{q}\int\rho(z')\,e^{-qz'}dz'=0.$$

Write $\sigma=\int\rho\,dz'$ for the total induced charge per area and $z_0=\sigma^{-1}\int z'\rho\,dz'$ for its centroid in the limit $q\to0$, which is a uniform field. To first order in $q$ the two conditions read

$$g=-\frac{2\pi\sigma}{q}(1+qz_0),\qquad 1=-\frac{2\pi\sigma}{q}(1-qz_0).$$

Their ratio is

$$g(q)=\frac{1+qz_0}{1-qz_0}=1+2qz_0+O(q^2).$$

Now insert this in (1), using $\int_0^\infty e^{-2qz}dq=1/(2z)$ and $\int_0^\infty q\,e^{-2qz}dq=1/(4z^2)$:

$$E_{\rm im}=-\frac{Q^2}{2}\left[\frac1{2z}+\frac{2z_0}{4z^2}\right]+O(z^{-3})=-\frac{Q^2}{4z}\left(1+\frac{z_0}{z}\right)+O(z^{-3}).$$

Since $1/(z-z_0)=(1/z)(1+z_0/z)+O(z^{-3})$,

$$E_{\rm im}=-\frac{Q^2}{4d}+O(z^{-3}),\qquad d=z-z_0.\tag{2}$$

The height is thus measured from the centroid of the charge induced by a uniform field, the image plane.

A model surface shows what this shift of origin is worth. For Thomas–Fermi screening with wave number 1.00 bohr$^{-1}$ and a surface profile of width 0.25 bohr, the centroid lies at $z_0=-0.825$ bohr. At $z=10$ bohr the integral (1) gives $-0.6286$ eV and equation (2) gives $-0.6284$ eV. Setting $z_0=0$ would give $-0.6803$ eV, which is 8% too large in magnitude.

### From the charge to the gap

Let $E_Q$ be the total energy with charge $Q$ on the molecule. To leading order

$$E_Q(d)=E_Q^{\rm free}+Q\Phi-\frac{Q^2}{4d},$$

where $\Phi$ is any electrostatic potential that the surface produces at the molecule without being polarized by it. Let $\mu$ be the energy of an electron in the reservoir that receives or supplies it. Then $I=E_{+1}+\mu-E_0$ and $A=E_0+\mu-E_{-1}$. Both $\mu$ and $\Phi$ cancel in the difference:

$$I-A=E_{+1}+E_{-1}-2E_0=(I-A)_{\rm free}+(\Phi-\Phi)-\frac1{4d}-\frac1{4d}.$$

Hence

$$\boxed{\,I-A=(I-A)_{\rm free}-\frac{1}{2(z-z_0)}+O(d^{-3})\,}\tag{3}$$

With $\Phi=0$ and a fixed reference $\mu$, $I$ falls by $1/(4d)$ and $A$ rises by $1/(4d)$. The metal stabilizes both ions, whatever the sign of their charge.

The next correction comes from the size of the ion. Let two elements of its charge lie at heights $\zeta,\zeta'$ relative to the centre and at lateral positions $\mathbf s,\mathbf s'$. One element and the image of the other are separated vertically by $2d+u$, with $u=\zeta+\zeta'$, and laterally by $\mathbf t=\mathbf s-\mathbf s'$. To second order

$$\frac{1}{\sqrt{(2d+u)^2+t^2}}\simeq\frac1{2d}\left[1-\frac{u}{2d}+\frac{u^2}{4d^2}-\frac{t^2}{8d^2}\right].$$

Average over both elements with the net charge density divided by $Q$. For a centred ion $\langle u\rangle=0$, $\langle u^2\rangle=2\langle\zeta^2\rangle$ and $\langle t^2\rangle=2\langle s^2\rangle$, so

$$E_{\rm im}\simeq-\frac{Q^2}{4d}\left[1+\frac{2\langle\zeta^2\rangle-\langle s^2\rangle}{4d^2}\right].\tag{4}$$

The correction to the energy is of order $d^{-3}$. This requires that the ion has no dipole along $z$ about the centre, as inversion symmetry ensures for ethylene. Otherwise $\langle u\rangle=2\langle\zeta\rangle$ adds $+Q^2\langle\zeta\rangle/(4d^2)=Qp_Q/(4d^2)$, with $p_Q=Q\langle\zeta\rangle$ the dipole of the ion. In the gap these terms combine to $(p_{+1}-p_{-1})/(4d^2)$, so the remainder in (3) is of order $d^{-3}$ when the two ions have equal dipoles along $z$, in particular when both vanish. For a net charge density of one sign, vertical extent strengthens the attraction and lateral extent weakens it. With nuclei and electrons together, the moments can have either sign. The ion is also polarized by the field $1/(4d^2)$ of its own image, which gives $-\alpha/(32d^4)$ for a polarizability $\alpha$, one order smaller.

If an insulator of dielectric constant $\epsilon$ replaces the metal, the potential is $e^{qz}-g\,e^{-qz}$ outside and $t\,e^{qz}$ inside a sharp surface. Continuity of the potential requires $1-g=t$, and continuity of the normal displacement requires $1+g=\epsilon t$. Therefore $g=(\epsilon-1)/(\epsilon+1)$, and the gap reduction is $1/(2d)$ times this factor. The metal is the limit $\epsilon\to\infty$.

### The same shift in a screened self-energy

The metal changes the interaction between two electrons on the molecule from $1/r$ to $1/r+W_{\rm ind}$. By (2), $W_{\rm ind}\simeq-1/(2d)$ over the whole molecule, since the image of one electron lies at a distance of about $2d$ from the other.

The static Coulomb-hole plus screened-exchange approximation adds two terms to the level of orbital $i$:

$$\Delta\varepsilon_i=\frac12\int|\varphi_i(\mathbf r)|^2W_{\rm ind}(\mathbf r,\mathbf r)\,d^3r-\sum_{j\,\rm occ}\iint\varphi_i^*(\mathbf r)\varphi_j(\mathbf r)W_{\rm ind}(\mathbf r,\mathbf r')\varphi_j^*(\mathbf r')\varphi_i(\mathbf r')\,d^3r\,d^3r'.$$

When $W_{\rm ind}$ is nearly constant it can be taken out of the integrals. Orthogonality then leaves only $j=i$ in the sum, and only if $i$ is occupied. With occupation $n_i=1$ or $0$,

$$\Delta\varepsilon_i\simeq\left(\tfrac12-n_i\right)W_{\rm ind}=\begin{cases}+1/(4d)&\text{occupied}\\-1/(4d)&\text{empty.}\end{cases}\tag{5}$$

The sign difference comes from the exchange term, and it needs the screened interaction.

### What a hybrid operator contains

The one-electron operator of a global hybrid with exchange fraction $a$ is

$$\hat h=-\tfrac12\nabla^2+v_{\rm nuc}+v_{\rm H}+a\hat V_x+(1-a)v_x^{\rm sl}+v_c^{\rm sl},$$

where "sl" marks semilocal terms. Consider its matrix elements in the orbitals of the neutral molecule, with the metal present.

1. The nuclear and Hartree potentials contain the full classical image of the molecule's charge density. The total charge is zero, so the image has no monopole and produces no $1/d$ term. A permanent quadrupole leaves a potential of order $d^{-3}$, which moves both levels together. In the gap only its variation across the molecule remains.

2. The semilocal potentials depend on the density and its derivatives at each point. On the molecule these are unchanged, up to the tail of the metal's density.

3. Exchange with a metal orbital $m$ is
$$-a\iint\frac{\varphi_i^*(\mathbf r)\varphi_m(\mathbf r)\,\varphi_m^*(\mathbf r')\varphi_i(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.$$
Each product $\varphi_i^*\varphi_m$ needs overlap, so the term falls off as the square of the overlapping tails.

4. Exchange within the molecule uses the bare $1/|\mathbf r-\mathbf r'|$, which does not know $d$. In a range-separated hybrid with fixed parameters it is another fixed function of $|\mathbf r-\mathbf r'|$, and the conclusion is unchanged.

The induced interaction $W_{\rm ind}$ enters only through item 1. There the images of all electrons, including the one in orbital $i$, cancel the images of the nuclei at order $1/d$. Neither of the two terms that lead to (5), the Coulomb hole and the exchange with $W_{\rm ind}$, is present. The hybrid eigenvalue gap therefore has no $1/d$ shift, for any fixed $a$, including $a=1$.

### Why total energies of the same functional do show it

For the hybrid energy, $\varepsilon_i=\partial E/\partial n_i$: the energy is stationary with respect to the orbitals, so only the explicit dependence on the occupation $n_i$ contributes. Removing electrons raises the charge, $dQ=-dn_i$. The image part of the eigenvalue is then

$$\Delta\varepsilon_i=-\frac{d}{dQ}\left(-\frac{Q^2}{4d}\right)=\frac{Q}{2d}.\tag{6}$$

At $Q=0$, where the eigenvalues of the neutral molecule are taken, this vanishes. The ionization energy instead compares $Q=1$ with $Q=0$ and changes by $-\int_0^1(Q/2d)\,dQ=-1/(4d)$. The eigenvalue is the tangent of a parabola at its top; $I$ and $A$ are chords. At half charge the tangent equals the chord: the HOMO should rise by $1/(4d)$ with half an electron removed, and the LUMO should fall by $1/(4d)$ with half an electron added.

A statistical mixture of neutral and singly charged molecules with mean charge $Q$ has the image energy $-|Q|/(4d)$, because each charged member contributes $-1/(4d)$. Its slope jumps at $Q=0$. The hybrid responds to the average charge, so its image energy is smooth there and the jump is missing.

## Numbers for ethylene

The molecule is treated with PBE0 in the 6-31G basis. The conductor enters through the mirror image of the molecule's whole charge density, included self-consistently in the total energy and the Hartree potential. For the free molecule $I=10.41$ eV and $A=-3.26$ eV, so $I-A=13.68$ eV. The negative affinity means that the free anion is unbound; the compact basis confines the extra electron. The absolute value of $A$ therefore depends on the basis. The leading shift $1/(4d)$ does not, but by (4) the correction to it depends on how far the extra electron spreads.

At $d=10$ bohr (5.29 Å) the estimate is

$$\frac{1}{2d}=\frac{27.21\ \text{eV}}{20}=1.361\ \text{eV}.$$

The computed change of $I$ is $-0.671$ eV and that of $A$ is $+0.685$ eV. Together they give

$$\Delta(I-A)=-0.671-0.685=-1.356\ \text{eV},$$

which is 0.005 eV smaller in magnitude than the estimate. In the table, "self-energy" is the LUMO shift minus the HOMO shift from the two integrals that precede (5). All entries are in eV except $d$.

| $d$ (bohr) | $-1/(2d)$ | $\Delta(I-A)$ | self-energy | change of PBE0 eigenvalue gap |
|---:|---:|---:|---:|---:|
| 10 | −1.361 | −1.356 | −1.362 | 0.0000 |
| 14 | −0.972 | −0.970 | −0.972 | 0.0000 |
| 20 | −0.680 | −0.680 | −0.681 | 0.0000 |

The point-charge estimate differs from the total-energy result by 0.0050, 0.0020 and 0.0007 eV at the three distances. Multiplied by $d^3$, these differences are all about 5 to 6 eV bohr$^3$, the last being known to one figure only. Two terms account for them. The moments $2\langle\zeta^2\rangle-\langle s^2\rangle$ are $-6.2$ bohr$^2$ for the cation and $+2.4$ bohr$^2$ for the anion, so (4) gives $+6.5/d^3$ eV. The polarizabilities along $z$, 7.3 and 8.9 bohr$^3$, give $-13.8/d^4$ eV, which is $-0.0014$ eV at 10 bohr. The sum is 0.0052, 0.0020 and 0.0007 eV at the three distances. At 10 bohr the error of the estimate is 0.4% of the shift in this compact basis, where the two moments partly cancel. In the 6-31++G basis the extra electron spreads, the anion moment becomes $-14.9$ bohr$^2$, and (4) gives about 2.6%.

The eigenvalue gap of the free molecule is 8.28 eV, already far from $I-A$ in this functional. The statement in (b) concerns its change, which is below 0.0001 eV at all three distances. Hartree–Fock, with full exchange, has a free gap of 14.88 eV, and this changes by less than 0.0001 eV at 10 bohr. More exact exchange opens the gap but does not make it respond to the metal.

Equation (6) can be checked at $d=20$ bohr, where $1/(4d)=0.340$ eV. With half an electron removed the HOMO moves by $+0.339$ eV, and with half an electron added the LUMO moves by $-0.341$ eV. The functional does respond to the image; the neutral molecule gives it no charge to respond to.

### A case with explicit metal electrons

The mirror-image treatment leaves out exchange with the metal from the start. To examine that omission, let a flat Li$_4$ cluster, 14 bohr away, replace the conductor, with all electrons in one PBE0 calculation. A small cluster has a different law. A charge $Q$ at distance $D$ produces a field $Q/D^2$ and gains the energy $-\alpha Q^2/(2D^4)$, where $\alpha$ is now the cluster's polarizability. The gap should shrink by $\alpha/D^4$ instead of $1/(2D)$.

Unit charges of either sign, placed at the molecule's position beside the cluster alone, give an expected gap change of $-0.127$ eV. This corresponds to an effective polarizability

$$\alpha\simeq\frac{0.127}{27.21}\times14^4\simeq179\ \text{bohr}^3.$$

The uniform-field polarizability normal to the cluster plane is larger, 207 bohr$^3$, so at 14 bohr the point-dipole law holds only to about 15%.

In the joint calculation the adsorbate levels are taken as expectation values of the full operator in the free-molecule orbitals. Their gap changes by $-0.0009$ eV, less than 1% of the expected amount. The HOMO level itself rises from $-7.606$ to $-7.568$ eV, and the LUMO follows it almost completely. Such a common displacement is what the cluster's permanent electrostatic field would produce, though the calculation does not isolate that cause. The matching eigenvalue of the joint system lies 0.001 eV from the HOMO expectation value.

The full exchange energy between the HOMO and the cluster is $-1.9\times10^{-3}$ eV at 10 bohr and $-5.5\times10^{-6}$ eV at 14 bohr. This fall by a factor of about 340 contrasts with a factor of 1.4 for a $1/d$ law. Both the size of these small energies and the precise rate depend on the Gaussian tails of the basis, so the rate should not be read as a physical decay length.

## Where the estimate fails

Equation (3) needs $d$ larger than the molecule, since (4) is an expansion in size over distance. It also needs the neutral molecule to be the stable charge state. With $\Phi=0$ and a work function $w$, this means

$$I_{\rm free}-\frac1{4d}>w>A_{\rm free}+\frac1{4d}.$$

If either inequality is violated, an electron passes between molecule and metal. The hybrid result needs a neutral self-consistent solution: the metal's Fermi level must lie between the hybrid's own HOMO and LUMO, or the molecule becomes charged and (6) shifts its levels. This condition alone does not ensure that the neutral solution is the lowest in energy. At contact, overlap broadens and mixes the levels, and neither argument applies.

A hybrid whose exchange fraction or range parameter is readjusted at each height can be made to follow $-1/(2d)$. The distance dependence then comes from the readjustment, not from the functional's response to the metal. The numerical output below gives the values with further digits.

## Values computed for the example and the checks

```
Surface model: screening wave number 1.00 1/bohr, width 0.25 bohr
Image plane z0 from induced-charge centroid: -0.8251 bohr
Unit charge at z = 10 bohr: response integral -0.62864 eV, -1/(4(z-z0)) -0.62843 eV, -1/(4z) -0.68028 eV
Unit charge at z = 20 bohr: response integral -0.32668 eV, -1/(4(z-z0)) -0.32667 eV, -1/(4z) -0.34014 eV
Ethylene, PBE0/6-31G, free molecule:
  I = 10.411 eV, A = -3.264 eV, I - A = 13.676 eV
  HOMO -7.606 eV, LUMO 0.675 eV, eigenvalue gap 8.281 eV
d = 10 bohr (5.292 angstrom): -1/(2d) = -1.3606 eV, 1/(4d) = 0.6803 eV
  total energies: change of I -0.6706 eV, of A 0.6849 eV, of I - A -1.3556 eV
  change of PBE0 eigenvalue gap: 0.00005 eV
  screened-exchange + Coulomb-hole shift: HOMO 0.6750 eV, LUMO -0.6873 eV
d = 14 bohr (7.408 angstrom): -1/(2d) = -0.9718 eV, 1/(4d) = 0.4859 eV
  total energies: change of I -0.4823 eV, of A 0.4876 eV, of I - A -0.9698 eV
  change of PBE0 eigenvalue gap: 0.00000 eV
  screened-exchange + Coulomb-hole shift: HOMO 0.4841 eV, LUMO -0.4883 eV
d = 20 bohr (10.584 angstrom): -1/(2d) = -0.6803 eV, 1/(4d) = 0.3401 eV
  total energies: change of I -0.3389 eV, of A 0.3407 eV, of I - A -0.6796 eV
  change of PBE0 eigenvalue gap: 0.00000 eV
  screened-exchange + Coulomb-hole shift: HOMO 0.3396 eV, LUMO -0.3409 eV
Hartree-Fock eigenvalue gap: free 14.881 eV, change at d = 10 bohr 0.00001 eV
Half-charged molecule at d = 20 bohr: HOMO shift (half electron removed) 0.3388 eV
  LUMO shift (half electron added) -0.3407 eV
Ethylene at 14 bohr from Li4, PBE0/6-31G, all electrons explicit:
  gap change expected from cluster polarization: -0.1270 eV
  change of adsorbate level gap in joint calculation: -0.00094 eV
  HOMO: projected level -7.5675 eV, matching eigenvalue -7.5686 eV
  full exchange of HOMO with Li4: -1.86e-03 eV at 10 bohr, -5.48e-06 eV at 14 bohr
```
